\section*{Floating potential of an isolated dust grain in argon plasma}

\section*{Question}

I am working on this exercise: an isolated dust grain sits in an argon plasma with $T_e/T_i=100$, and the ions are Maxwellian with no drift. Solve the charging balance and show that the surface potential is near $-2.4\,T_e$ volts, with $T_e$ in electronvolts.

My attempt was to equate the random thermal fluxes of the two species to the surface, reducing the electron flux by a Boltzmann factor because the grain is negative:
\begin{equation*}
n\sqrt{\frac{8kT_e}{\pi m_e}}\,e^{eV/kT_e}=n\sqrt{\frac{8kT_i}{\pi m_i}} .
\end{equation*}
This gives $eV/kT_e=\ln\sqrt{m_eT_i/(m_iT_e)}\approx-7.9$, more than three times too negative. What is missing from the ion side? And why does the exercise give neither the grain radius nor the plasma density? Surely a larger grain collects more charge.

\section*{Answer}

Your electron side is right. Your ion side counts the ions that would hit an uncharged sphere, but a negative grain also pulls in ions that would otherwise have missed it. With ions this cold, that raises the ion collection by a factor of more than two hundred.

\subsection*{Setting and conventions}

Let $V$ be the surface potential relative to the distant plasma, and define
\begin{equation*}
y=-\frac{eV}{kT_e},\qquad \tau=\frac{T_e}{T_i},
\end{equation*}
so that $y>0$ for a negative grain. If $T_e$ is quoted in electronvolts, $V=-y\,T_e$ in volts.

The grain is a sphere of radius $a$ that absorbs every particle touching it and emits none. Far away, electrons and singly charged ions are Maxwellian, at rest on average, and of equal density $n$. ``Isolated'' means that neighbouring grains hold too little charge to upset this equality. Particles move without collisions near the grain, and $a$ is much smaller than the screening length $\lambda$. The resulting description is called orbital-motion-limited (OML) theory.

\subsection*{Which particles reach the surface}

Take a particle of charge $q$ and mass $m$, with speed $v$ and impact parameter $b$ far away. Its energy is $E=\tfrac12mv^2$ and its angular momentum is $mvb$. In a central potential energy $U(r)$ that vanishes at infinity, both are conserved:
\begin{equation*}
E=\tfrac12 m\dot r^2+\frac{(mvb)^2}{2mr^2}+U(r)
=\tfrac12 m\dot r^2+E\,\frac{b^2}{r^2}+U(r).
\end{equation*}
The particle keeps moving inward as long as $\dot r^2>0$. To arrive at $r=a$ it must therefore satisfy
\begin{equation}
b^2<r^2\left(1-\frac{U(r)}{E}\right)\quad\text{for every } r\ge a .
\label{eq:arrival}
\end{equation}

For a repelled particle, $U$ is positive and falls with $r$. Then $r^2$ and $1-U/E$ both grow outward wherever the particle can go, so the strictest condition is the one at $r=a$. For an attracted particle in a bare Coulomb field, $U=-|U(a)|\,a/r$, and the right side of \eqref{eq:arrival} is $r^2+ar|U(a)|/E$, which also grows outward. In both cases, with $U(a)=qV$, the collection cross section is
\begin{equation}
\sigma(v)=\pi b_{\max}^2=\pi a^2\left(1-\frac{qV}{E}\right),
\label{eq:sigma}
\end{equation}
and it is zero if $E<qV$. Screening can change the attracted case, which I return to below.

\subsection*{Averaging over the Maxwellian}

Particles with speeds between $v$ and $v+dv$ arrive at a rate equal to their density times $v\sigma(v)$. The total rate is
\begin{equation*}
R=n\int\sigma(v)\,v\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mv^2/2kT}\,4\pi v^2\,dv .
\end{equation*}
Put $u=mv^2/2kT$. Then $v^2=(2kT/m)u$, and
\begin{equation*}
v^3\,dv=\tfrac12v^2\,d(v^2)=\tfrac12\left(\frac{2kT}{m}\right)^2u\,du .
\end{equation*}
The constants multiplying $n\pi a^2$ combine to
\begin{equation*}
4\pi\left(\frac{m}{2\pi kT}\right)^{3/2}\frac12\left(\frac{2kT}{m}\right)^2
=\frac{2}{\sqrt\pi}\sqrt{\frac{2kT}{m}}
=\sqrt{\frac{8kT}{\pi m}} .
\end{equation*}
With $z=qV/kT$, the cross section is $\pi a^2(1-z/u)$, so
\begin{equation*}
R=\pi a^2n\sqrt{\frac{8kT}{\pi m}}\int_{\max(z,0)}^\infty(u-z)e^{-u}\,du .
\end{equation*}

For electrons $q=-e$, so $z=-eV/kT_e=y$. Substituting $s=u-y$ gives
\begin{equation*}
\int_y^\infty(u-y)e^{-u}\,du=e^{-y}\int_0^\infty s\,e^{-s}\,ds=e^{-y}.
\end{equation*}
For ions $q=+e$, so $z=eV/kT_i=-\tau y$, and there is no energy threshold:
\begin{equation*}
\int_0^\infty(u+\tau y)e^{-u}\,du=1+\tau y .
\end{equation*}
The two rates are therefore
\begin{align}
R_e&=\pi a^2n\sqrt{\frac{8kT_e}{\pi m_e}}\;e^{-y},\\
R_i&=\pi a^2n\sqrt{\frac{8kT_i}{\pi m_i}}\;(1+\tau y).
\end{align}
Your attempt has the first factor of $R_i$ but lacks $1+\tau y$.

\subsection*{The balance and its single root}

The charge is steady when $R_e=R_i$. The factor $\pi a^2n\sqrt{8k/\pi}$ cancels, leaving
\begin{equation}
e^{-y}=\sqrt{\frac{m_eT_i}{m_iT_e}}\,(1+\tau y).
\label{eq:balance}
\end{equation}
That is why no radius or density is given: both currents scale with $na^2$. A larger grain does hold more charge, but at the same potential, within the limit $a\ll\lambda$.

Write $p=\sqrt{m_eT_i/(m_iT_e)}$. At $y=0$ the left side is 1 and the right side is $p\ll1$. As $y$ increases, the left side falls towards zero and the right side rises, so they cross once. A positive grain gives no further root. With $x=eV/kT_e>0$, the roles of attraction and repulsion are exchanged: the electron factor becomes $1+x$, while the ion side becomes $p\,e^{-\tau x}$, which is smaller than 1.

The root is stable. If the grain is less negative than the root, electrons arrive faster and make it more negative. If it is too negative, ions arrive faster and bring it back.

\subsection*{Solving it for argon}

For argon $m_i/m_e=72823$, whose square root is $269.86$. With $\tau=100$,
\begin{equation*}
p=\frac{1}{269.86\times10}=3.706\times10^{-4}.
\end{equation*}
Try $y_0=2.4$. The left side of \eqref{eq:balance} is $e^{-2.4}=0.09072$, and the right side is $3.706\times10^{-4}\times241=0.08931$. They differ by less than 2\%, so the root is close.

To refine it, take the logarithm of left over right:
\begin{equation*}
F(y)=-y-\ln p-\ln(1+\tau y),\qquad
F'(y)=-1-\frac{\tau}{1+\tau y}=-\left(1+\frac{1}{y+1/\tau}\right).
\end{equation*}
Newton's step is $-F/F'$, which gives
\begin{equation*}
\Delta y=\frac{\ln(0.09072/0.08931)}{1+1/2.41}=\frac{0.0157}{1.415}=0.011 .
\end{equation*}
Hence $y=2.411$, or
\begin{equation*}
V\approx-2.4\,T_e\ \text{volts}\qquad(T_e\text{ in eV}).
\end{equation*}

There is also a closed form. Since $1+\tau y=\tau(y+1/\tau)$, set $w=y+1/\tau$. Then $e^{-y}=e^{1/\tau}e^{-w}$, and \eqref{eq:balance} becomes $e^{1/\tau}e^{-w}=p\tau w$. Multiplying by $e^w/(p\tau)$ and using $p\tau=\sqrt{m_e\tau/m_i}$,
\begin{equation}
w\,e^w=e^{1/\tau}\sqrt{\frac{m_i}{m_e\tau}},\qquad
y=W\!\left(e^{1/\tau}\sqrt{\frac{m_i}{m_e\tau}}\right)-\frac1\tau ,
\end{equation}
where $W$ is the principal branch of the Lambert function. Here its argument is $27.257$, so $w=2.421$ and $y=2.411$ again. Finding the root from numerically integrated speed distributions gives the same value.

\subsection*{What the numbers mean for one grain}

Choose $T_e=3$ eV, $T_i=0.03$ eV, $n=10^{15}\ \mathrm{m^{-3}}$ and $a=1\ \mu\mathrm{m}$. Then $V=-2.411\times3=-7.23$ V. At zero potential the grain would collect $3.64\times10^9$ electrons and $1.35\times10^6$ ions per second. At the floating potential these become
\begin{align*}
R_e&=3.642\times10^9\times0.0897=3.27\times10^8\ \mathrm{s^{-1}},\\
R_i&=1.349\times10^6\times242.1=3.27\times10^8\ \mathrm{s^{-1}}.
\end{align*}
The factor 242 is the missing piece. An ion with $E=2kT_i$, for example, is captured from impact parameters up to $a\sqrt{1+\tau y/2}=11.0\,a$. Trajectories integrated in a screened field give the same grazing distance.

For a sphere in vacuum the charge is $Q=4\pi\varepsilon_0aV=-8.05\times10^{-16}$ C, or about 5020 excess electrons. To estimate the effect of screening, take the trial profile
\begin{equation*}
\phi(r)=V\frac ar\,e^{-(r-a)/\lambda},\qquad
\frac1{\lambda^2}=\frac{ne^2}{\varepsilon_0}\left(\frac1{kT_e}+\frac1{kT_i}\right).
\end{equation*}
Its surface field is $-\phi'(a)=V(1/a+1/\lambda)$, and Gauss's law then gives
\begin{equation*}
Q=4\pi\varepsilon_0a^2\,V\left(\frac1a+\frac1\lambda\right)=4\pi\varepsilon_0aV\left(1+\frac a\lambda\right).
\end{equation*}
With $\lambda=40.5\ \mu\mathrm{m}$ the correction is 2.5\%, raising the count to about 5150. This $\lambda$ comes from linearizing the ion response, which requires $e|\phi|\ll kT_i$. At the surface $e|V|$ is 241 times $kT_i$, so treat the correction as a rough upper estimate. Where the attraction is strong, the ion density grows no faster than roughly the square root of $|\phi|$, not in proportion to it, so collisionless ions screen less than the linear formula assumes and the correction is smaller, about 1.4\% for this grain in a self-consistent solution. Ions trapped by collisions are not covered by this bound.

\subsection*{How the temperature ratio enters}

For $\tau y\gg1$, drop the 1 in \eqref{eq:balance} and take logarithms:
\begin{equation*}
y+\ln y\simeq\frac12\ln\frac{m_i}{m_e\tau}.
\end{equation*}
Differentiating at fixed masses gives
\begin{equation*}
\left(1+\frac1y\right)dy=-\frac12\,d\ln\tau
\quad\Longrightarrow\quad dy\approx-0.35\,d\ln\tau\ \text{ at } y=2.41 .
\end{equation*}
Raising $\tau$ by 20\% thus lowers $y$ by about 0.06. This weak dependence makes $-2.4\,T_e$ a useful rule near $\tau=100$ as long as the ions are collisionless, and it also shows that further digits mean little unless the temperatures are well known.

For comparison, take $T_e=T_i$. Then \eqref{eq:balance} reads $e^{-y}=(1+y)/269.86$, with root $y=3.99$. Ions as hot as the electrons are focused by a factor of only $1+y\approx5$, so the grain must repel electrons more strongly to reach balance. At fixed $T_e$ and $y$ the ion rate varies as $\tau^{-1/2}(1+\tau y)$, which grows with $\tau$ when $\tau y>1$. In that range, which includes all $T_i\le T_e$ in argon, colder ions arrive more slowly, but their stronger focusing more than compensates.

\subsection*{Where the stated conditions matter}

\paragraph{Small grain.} In a screened potential, the right side of \eqref{eq:arrival} can have its minimum outside the grain. An ion may then be turned back by an outer angular-momentum barrier even though \eqref{eq:sigma} counts it as collected. For the trial profile this affects sufficiently slow ions at any finite $\lambda$. As $E\to0$, the right side of \eqref{eq:arrival} is dominated by $r^2|U(r)|/E\propto r\,e^{-(r-a)/\lambda}$, which far out drops below its value at $r=a$.

Losing these ions makes the grain more negative. Searching all radii for the barrier gives
\begin{center}
\begin{tabular}{cc}
$a/\lambda$ & $y$\\
\hline
$0.0247$ & $2.412$\\
$0.2$ & $2.51$\\
$1$ & $4.05$
\end{tabular}
\end{center}
For the grain above the shift is below $0.001$. These values hold for the prescribed profile only, and it greatly overstates the barrier, because it assumes linear ion screening where the ions in fact screen much more weakly. Solving Poisson's equation with collisionless ion densities derived from the orbits themselves gives about $y=2.42$ at $a/\lambda=0.2$ and $y=2.46$ at $a/\lambda=1$. At $\tau=100$ the OML root is then still good to about 2\% at $a=\lambda$, which is only a tenth of the electron Debye length. The table shows the mechanism, not the size of the real effect.

\paragraph{Isolated grain.} In a dense dust cloud the grains hold a sizeable share of the negative charge, so neutrality requires $n_i>n_e$. The densities then no longer cancel, and the right side of \eqref{eq:balance} gains a factor $n_i/n_e$. For $n_i=2n_e$, when the dust holds as much negative charge as the free electrons, the root falls to $y=1.94$.

\paragraph{Stationary, collisionless ions and no emission.} A grain suspended in a sheath meets a directed ion stream, so its ion rate must be averaged over a shifted distribution. Ion--neutral collisions in the region where the grain attracts ions strongly break the conservation laws behind \eqref{eq:arrival}. An ion that loses energy there can become trapped and end on the grain, which raises the ion current and makes the grain less negative. This matters even when the mean free path $\ell$ is tens of times $\lambda$. A rough estimate adds $R_0^3/(a^2\ell)$ to $1+\tau y$, where $R_0$ is the radius at which $e|\phi|=kT_i$. For the grain above it gives $y\approx1.9$ at $\ell=20\lambda$ (a few pascals of argon) and $y\approx1.4$ at $\ell=5\lambda$. In many laboratory argon discharges $-2.4\,T_e$ is therefore too negative. Electron emission from the surface adds a third current. In each of these situations the principle of zero net current survives, but \eqref{eq:balance} has to be derived anew.

\section*{Calculated quantities}
\begin{verbatim}
Electron temperature: 3.00 eV
Ion temperature: 0.030 eV
Temperature ratio Te/Ti: 100.0
Plasma density: 1.0e+15 m^-3
Grain radius: 1.00 um
Argon atomic mass: 39.95 u
Mass ratio mi/me: 72823
sqrt(mi/me): 269.86
Prefactor sqrt(me Ti/(mi Te)): 3.7057e-04
Trial y: 2.40
Left side at trial y: 0.09072
Right side at trial y: 0.08931
Newton step: 0.01108
y after one step: 2.41108
Lambert argument: 27.2570
Lambert value w: 2.42109
Root y, closed form: 2.41109
Root y, integrated currents: 2.41109
Root y, Te = 1 eV and Ti = 0.01 eV: 2.41109
Surface potential: -7.233 V
Electron rate at zero potential: 3.6416e+09 s^-1
Ion rate at zero potential: 1.3494e+06 s^-1
Electron rate at balance: 3.2671e+08 s^-1
Ion rate at balance: 3.2671e+08 s^-1
Ion focusing factor 1 + y Te/Ti: 242.11
Electron reduction factor exp(-y): 0.08972
Screening length: 40.52 um
Size ratio a/lambda: 0.0247
Ion grazing b/a at E = 2 Ti, trajectory: 11.02518
Ion grazing b/a at E = 2 Ti, formula: 11.02518
Electron grazing b/a at E = 2e|V|, trajectory: 0.70711
Electron grazing b/a at E = 2e|V|, formula: 0.70711
y with barrier, example a/lambda: 2.4118
y with barrier, a/lambda = 0.2: 2.505
y with barrier, a/lambda = 1: 4.053
y for Te = Ti: 3.9904
y for crowded dust, ni = 2 ne: 1.9363
Grain charge, vacuum sphere: -8.0481e-16 C
Excess electrons, vacuum sphere: 5023
Excess electrons, screened sphere: 5147
\end{verbatim}
